# Sign reversal of the outer Helmholtz potential by adsorbed bromide

## Question

I am stuck on a double-layer exercise. An electrode carries a charge of $+0.10\ \mathrm{C/m^2}$ and specifically adsorbs bromide worth $-0.15\ \mathrm{C/m^2}$. The solution is a 0.1 mol/L monovalent electrolyte. I have to calculate the potential at the outer Helmholtz plane and show that its sign is reversed.

I know that the diffuse layer is described by Gouy–Chapman theory, but I don't know which charge to put into it: the metal's, the bromide's, or their sum? I also don't see how the potential just outside a positively charged metal can be negative. Does "reversed" mean that the electrode potential itself has changed sign?

## Answer

The sum goes in. The diffuse layer responds to everything on the metal side of it, and here that total is negative although the metal is positive. "Reversed" compares the outer Helmholtz potential with its value at the same metal charge but without adsorption. It says nothing definite about the electrode potential, as shown below.

### Charges and conventions

Let $x$ be the distance from the metal surface. The bromide centres lie at $x_1$, the inner Helmholtz plane. The outer Helmholtz plane, at $x_2>x_1$, is the closest approach of the ions that are not specifically adsorbed. Potentials are measured from the bulk solution, and $\phi_2=\phi(x_2)$.

I treat the charges as smeared evenly over their planes, with no free ions between the metal and $x_2$. In the usual unit, the metal charge is $\sigma_M=+10\ \mathrm{\mu C/cm^2}$ and the bromide charge is $\sigma_1=-15\ \mathrm{\mu C/cm^2}$, both per true surface area. The interface as a whole is neutral, so the diffuse-layer charge $\sigma_d$ obeys

$$\sigma_M+\sigma_1+\sigma_d=0,\qquad \sigma_d=-(10-15)=+5\ \mathrm{\mu C/cm^2}.$$

The bromide overcompensates the metal, and the solution must supply positive charge.

### From charge to potential

Outside $x_2$, take point ions in water of uniform permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. Each ion species has bulk number density $n_0$. With $u=e\phi/kT$, the Boltzmann densities are $n_\pm=n_0e^{\mp u}$, so the charge density is

$$\rho=en_0(e^{-u}-e^{u})=-2en_0\sinh u .$$

Poisson's equation $\varepsilon\phi''=-\rho$, multiplied by $e/(\varepsilon kT)$, becomes

$$u''=\kappa^2\sinh u,\qquad \kappa^2=\frac{2e^2n_0}{\varepsilon kT}.$$

Multiply by $u'$. Both sides are then derivatives:

$$\left(\tfrac12u'^2\right)'=\kappa^2(\cosh u)'.$$

In the bulk $u=0$ and $u'=0$, which fixes the integration constant:

$$u'^2=2\kappa^2(\cosh u-1)=4\kappa^2\sinh^2(u/2).$$

The sign of the root needs a reason. If $u$ reached zero at a finite distance, $u'$ would vanish there too, and the differential equation would then give $u=0$ everywhere. A nonzero $u$ therefore keeps its sign, and so does $u'$. Since $u$ must decay to zero, $u'$ has the opposite sign to $u$:

$$u'=-2\kappa\sinh(u/2).$$

Now apply Gauss's law to a box with one face inside the metal, where the field is zero, and the other just outside $x_2$. The outward field is $E=-\phi'=-(kT/e)u'$, so

$$\sigma_M+\sigma_1=\varepsilon E(x_2)=\frac{2\varepsilon\kappa kT}{e}\sinh\frac{e\phi_2}{2kT}.$$

The square of the prefactor is

$$\frac{4\varepsilon^2(kT)^2}{e^2}\cdot\frac{2e^2n_0}{\varepsilon kT}=8\varepsilon kTn_0 .$$

Calling the prefactor $S=\sqrt{8\varepsilon kTn_0}$, we have

$$\boxed{\phi_2=\frac{2kT}{e}\,\operatorname{arsinh}\frac{\sigma_M+\sigma_1}{S}}$$

The function arsinh is odd and increasing. Within this model $\phi_2$ therefore has the sign of $\sigma_M+\sigma_1$. For a positive metal, reversal requires $|\sigma_1|>\sigma_M$, here more than $10\ \mathrm{\mu C/cm^2}$ of bromide charge. At equality $\phi_2=0$.

### The numbers

At 298.15 K, $kT/e=25.693$ mV. I take $\varepsilon_r=78.4$ for water. The bulk density is

$$n_0=0.1\times1000\times N_A=6.022\times10^{25}\ \mathrm{m^{-3}}.$$

Writing $kT=e(kT/e)$, the charge scale is

$$S=\sqrt{8(78.4)(8.854\times10^{-12})(1.602\times10^{-19})(0.025693)(6.022\times10^{25})},$$

with SI values under the root. This gives $S=3.710\ \mathrm{\mu C/cm^2}$. With bromide,

$$\frac{\sigma_M+\sigma_1}{S}=\frac{-5.00}{3.710}=-1.348,\qquad \operatorname{arsinh}(-1.348)=-1.107,$$

$$\phi_2=2(25.693\ \mathrm{mV})(-1.107)\approx-57\ \mathrm{mV}=-0.057\ \mathrm{V}.$$

Without adsorption, at the same metal charge,

$$\phi_2=2(25.693\ \mathrm{mV})\operatorname{arsinh}\frac{10.00}{3.710}=2(25.693\ \mathrm{mV})(1.717)\approx+88\ \mathrm{mV}.$$

That is the reversal: from about $+88$ to about $-57$ mV.

As a test of the integration and of the sign rule, the second-order equation for $u$ was also solved numerically. The metal charge was held at $+10\ \mathrm{\mu C/cm^2}$ and the bromide charge set to 0, $-5$, $-9$, $-11$ and $-15\ \mathrm{\mu C/cm^2}$. The potentials agreed with the formula to within 0.001 mV, and the sign changed between $-9$ and $-11$.

### Small and large charge

When $|\sigma_M+\sigma_1|\ll S$, arsinh can be replaced by its argument. Since $S=2\varepsilon\kappa kT/e$,

$$\phi_2\approx\frac{2kT}{e}\,\frac{\sigma_M+\sigma_1}{S}=\frac{\sigma_M+\sigma_1}{\varepsilon\kappa}.$$

This is a parallel-plate capacitor whose thickness is the Debye length $1/\kappa=0.961$ nm. It would give $-69$ mV here, about 22% too large in magnitude relative to the nonlinear result. The argument $-1.348$ is not small.

When $|\sigma_M+\sigma_1|\gg S$, use $\operatorname{arsinh}z=\ln(z+\sqrt{z^2+1})\approx\ln 2z$ for large positive $z$:

$$|\phi_2|\approx\frac{2kT}{e}\ln\frac{2|\sigma_M+\sigma_1|}{S}.$$

Our case lies between the limits: this form gives about 51 mV in magnitude. Because $S\propto\sqrt{n_0}$, dilution at fixed charges increases $|\phi_2|$ but cannot change its sign. In an actual experiment, changing the bromide concentration can also change $\sigma_1$, so the charges must then be determined again.

### How can it be negative next to a positive metal?

Follow the field outwards. Between metal and bromide, only $\sigma_M$ lies behind you, so the field points away from the metal and the potential falls. Once past the bromide, the charge behind you is negative. The field now points towards the metal, and the potential rises towards zero in the bulk.

With a uniform inner permittivity $\varepsilon_i$, and leaving out any potential step due to oriented solvent molecules, the two inner drops are

$$\phi_M-\phi_1=\frac{\sigma_Mx_1}{\varepsilon_i},\qquad
\phi_1-\phi_2=\frac{(\sigma_M+\sigma_1)(x_2-x_1)}{\varepsilon_i}.$$

The second is negative, so the bromide plane is more negative than the outer plane. The first is positive. The metal potential $\phi_M$ relative to the bulk is the sum of both drops and $\phi_2$, and its sign depends on the distances and on $\varepsilon_i$. The exercise does not supply these, so it determines $\phi_2$ but not the electrode potential.

### What the ions do

At the outer plane, $u_2=2(-1.107)=-2.214$. The cation concentration there is $0.1e^{2.214}\approx0.92$ mol/L and the anion concentration is $0.1e^{-2.214}\approx0.011$ mol/L. The solution next to this positive metal is rich in cations.

The diffuse charge can be divided between the two species. For cations, use $dx=du/u'$ and

$$e^{-u}-1=-2e^{-u/2}\sinh(u/2).$$

The hyperbolic sines cancel:

$$\sigma_+=en_0\int_{x_2}^{\infty}(e^{-u}-1)\,dx=\frac{en_0}{\kappa}\int_{u_2}^{0}e^{-u/2}\,du=\frac{2en_0}{\kappa}(e^{-u_2/2}-1).$$

For the missing anions, $1-e^u=-2e^{u/2}\sinh(u/2)$, and the same substitution gives

$$\sigma_-=en_0\int_{x_2}^{\infty}(1-e^u)\,dx=\frac{2en_0}{\kappa}(1-e^{u_2/2}).$$

The definition of $\kappa$ gives $2en_0/\kappa=\sqrt{2\varepsilon kTn_0}=S/2$. Hence $\sigma_+=3.76$ and $\sigma_-=1.24\ \mathrm{\mu C/cm^2}$. They add up to the required $+5.00\ \mathrm{\mu C/cm^2}$: about three quarters is cation excess and one quarter is anion deficit.

### How far to trust $-57$ mV

The charges are taken as given in the exercise. A real interface departs from the model in several ways. The estimates below change one thing at a time and use rough parameters.

**Amount adsorbed.** At fixed metal charge, 10% less bromide charge gives $-43$ mV and 10% more gives $-68$ mV. The result is sensitive because $\sigma_M+\sigma_1$ is a difference of larger numbers. Partial charge transfer between bromide and metal that leaves their sum unchanged does not alter $\phi_2$ in this model.

**Permittivity.** The field at the outer plane has magnitude 0.72 MV/cm, and the ions are crowded there. Both can lower the permittivity of water. Giving the whole diffuse layer a trial value of $\varepsilon_r=60$ changes $\phi_2$ to $-63$ mV. This trial value is deliberately extreme. Booth's field-saturation formula, or a salt decrement of 8 per mol/L of cations and 3 per mol/L of anions, lowers $\varepsilon_r$ only to about 72–73 at the outer plane and less further out. Each shifts $\phi_2$ by about 1 mV.

**Ion size.** Divide the solution into cells of volume $a^3$, each holding one cation, one anion or solvent. Let $n_s$ be the density of solvent cells and $\nu=2a^3n_0$ the bulk fraction of cells holding ions. Equilibrium with the bulk requires

$$\frac{n_\pm}{n_s}=\frac{n_0e^{\mp u}}{(1-\nu)/a^3},\qquad n_++n_-+n_s=\frac1{a^3}.$$

Eliminating $n_s$ gives

$$n_\pm=\frac{n_0e^{\mp u}}{1-\nu+\nu\cosh u}=\frac{n_0e^{\mp u}}{1+2\nu\sinh^2(u/2)}.$$

Multiply Poisson's equation by $\phi'$ and integrate as before. The derivative of the denominator is $\nu\sinh u$, so the integral is a logarithm:

$$\frac{\sigma_d^2}{2\varepsilon}=2n_0kT\int_0^{u_2}\frac{\sinh v\,dv}{1+2\nu\sinh^2(v/2)}
=\frac{kT}{a^3}\ln\!\left[1+2\nu\sinh^2\frac{u_2}{2}\right].$$

For a rough hydrated diameter $a=0.7$ nm, the negative root gives $\phi_2=-58$ mV, a small change.

**Discrete bromide ions.** This effect varies along the surface, and above an ion it is the largest change estimated here. The adsorbed density is $|\sigma_1|/e=0.94\ \mathrm{nm^{-2}}$, which means a spacing $s=1.03$ nm on a square lattice. That is not small compared with the distance to the outer plane. Take $x_1=0.2$ nm, $x_2=0.5$ nm, an inner relative permittivity of 10 and linear screening outside.

A lateral variation of wave number $G$ has an amplitude $f(x)$ that vanishes at the metal. In the inner layer it obeys

$$\varepsilon_if''=\varepsilon_iG^2f-\sigma_1\delta(x-x_1).$$

Outside it decays as $e^{-qx}$, with $q^2=G^2+\kappa^2$. Multiply the inner equation by $\sinh Gx$ and integrate by parts twice from 0 to $x_2$:

$$\varepsilon_if'(x_2)\sinh Gx_2-\varepsilon_iGf(x_2)\cosh Gx_2=-\sigma_1\sinh Gx_1 .$$

Here $f'(x_2)$ is taken on the inner side. Continuity of the normal displacement requires $\varepsilon_if'(x_2)=-\varepsilon qf(x_2)$, hence

$$f(x_2)=\frac{\sigma_1\sinh Gx_1}{\varepsilon_iG\cosh Gx_2+\varepsilon q\sinh Gx_2}.$$

The lattice wave vectors are $(2\pi/s)(m,n)$ with integers $m,n$ not both zero. Summing $f(x_2)$ over them, with the cosine of the lateral phase, gives deviations of $-29$ mV above an ion and $+12$ mV above the centre of a lattice square. Added to the mean, these give about $-86$ and $-45$ mV. The deviations depend strongly on the assumed distances: with the outer plane at 0.4 nm the one above an ion grows to $-69$ mV, more than double, and at 0.6 nm it falls to $-14$ mV, about half. Real adsorbed ions also move and need not form a square lattice, so these values indicate only a size.

The negative sign survives each of these separate estimates, while the magnitude is uncertain by tens of millivolts locally. For the exercise as set, the answer is $\phi_2\approx-57$ mV.

## Calculated quantities

```
Temperature: 298.15 K
Relative permittivity of water: 78.4
Bulk concentration of each ion: 0.10 mol/L
Bulk number density of each ion: 6.0221e+25 1/m3
Thermal voltage kT/e: 25.693 mV
Debye length: 0.961 nm
Metal charge: +10.00 uC/cm2
Adsorbed bromide charge: -15.00 uC/cm2
Metal plus bromide: -5.00 uC/cm2
Diffuse-layer charge: +5.00 uC/cm2
Charge scale sqrt(8 eps kT n0): 3.710 uC/cm2
asinh argument, with bromide: -1.3476
asinh value, with bromide: -1.1071
phi_2 with bromide: -56.89 mV
phi_2 with bromide: -0.0569 V
phi_2 with bromide, numerical solution: -56.89 mV
asinh argument, no adsorption: +2.6952
asinh value, no adsorption: +1.7174
phi_2 without adsorption: +88.25 mV
Linear estimate with bromide: -69.25 mV
Field at outer plane, outward: -0.720 MV/cm
Cation concentration at plane: 0.915 mol/L
Anion concentration at plane: 0.0109 mol/L
Charge from cation excess: +3.758 uC/cm2
Charge from anion deficit: +1.242 uC/cm2
Assumed hydrated ion diameter: 0.70 nm
phi_2 with finite ion size: -58.47 mV
Assumed lowered relative permittivity: 60
phi_2 with lowered permittivity: -62.53 mV
phi_2, bromide charge 10% smaller: -43.20 mV
phi_2, bromide charge 10% larger: -68.18 mV
Adsorbed ion density: 0.936 1/nm2
Square-lattice ion spacing: 1.033 nm
Assumed metal to bromide-centre distance: 0.20 nm
Assumed metal to outer-plane distance: 0.50 nm
Assumed inner relative permittivity: 10
Local deviation above an ion: -29.3 mV
Local deviation above a hollow: +11.9 mV
Local potential above an ion: -86.2 mV
Local potential above a hollow: -45.0 mV
```
